# The Leading Makov-Payne Energy of a Charged Cubic Supercell

## What goes wrong without a correction

A charged defect in a semiconductor can be computed in a periodically repeated cell. Two things then go wrong. A lattice of equal charges has no finite energy per cell, so a uniform background of opposite charge is added. The energy becomes finite, but it now contains the interaction of the defect with its images and with the background, which an isolated defect does not have.

This error fades slowly. For charge 2, dielectric constant 10 and cell edge 20 bohr it is about 0.77 eV at leading order. For charge 1 in the same medium it falls to 0.01 eV at an edge of 386 bohr, far beyond the cells considered here. It has to be calculated and removed.

## Setting and result

Hartree atomic units are used, so two unit charges at distance $r$ in vacuum have energy $1/r$. A charge $q$ sits in a cube of edge $L$ and volume $V=L^3$, repeated on a simple cubic lattice with vectors $\mathbf R$ and reciprocal vectors $\mathbf G$. The background density is $-q/V$. The medium is uniform, isotropic and linear, with static dielectric constant $\varepsilon$.

Once the energy that the charge has in isolation is removed, the energy per cell is

$$E_{\rm lat}=-\frac{\alpha q^2}{2\varepsilon L},\qquad \alpha\approx 2.8373 .$$

The periodic energy is too low, and the leading estimate for the isolated defect is

$$E(\infty)\approx E(L)+\frac{\alpha q^2}{2\varepsilon L}.$$

## Why $\varepsilon$ appears once

Let $\rho$ be the added charge, background included, and $\mathbf P$ the polarization of the medium. The energy is that of the field plus the cost of polarizing:

$$F[\mathbf P]=\int_V\left(\frac{|\mathbf E|^2}{8\pi}+\frac{|\mathbf P|^2}{2\chi}\right)d^3r,\qquad \nabla\cdot\mathbf E=4\pi(\rho-\nabla\cdot\mathbf P),$$

with $\varepsilon=1+4\pi\chi$ and $\mathbf E=-\nabla\phi$, where $\phi$ is periodic. Vary $\mathbf P$. Surface terms cancel by periodicity, so

$$\delta\!\int\frac{|\mathbf E|^2}{8\pi}=-\frac1{4\pi}\int\nabla\phi\cdot\delta\mathbf E
=\frac1{4\pi}\int\phi\,\nabla\cdot\delta\mathbf E
=-\int\phi\,\nabla\cdot\delta\mathbf P=-\int\mathbf E\cdot\delta\mathbf P .$$

The minimum is therefore at $\mathbf P=\chi\mathbf E$. There $\nabla\cdot(\varepsilon\mathbf E)=4\pi\rho$, and

$$F_{\min}=\int\frac{(1+4\pi\chi)|\mathbf E|^2}{8\pi}=\int\frac{\varepsilon|\mathbf E|^2}{8\pi}
=\frac1{8\pi}\int\phi\,\nabla\cdot(\varepsilon\mathbf E)=\frac12\int_V\rho\,\phi\,d^3r .$$

The field is reduced by $1/\varepsilon$. Its square gives $1/\varepsilon^2$, and the polarization cost restores one factor $\varepsilon$.

The minimization runs over whatever may respond. If the nuclei are held fixed, $\varepsilon$ is the electronic constant; if they relax, it includes the ionic response.

## The potential of the lattice

The point charges alone have Fourier coefficients $q/V$ for every $\mathbf G$. The background cancels the one at $\mathbf G=0$ and leaves the others unchanged. From $\varepsilon\nabla^2\phi=-4\pi\rho$,

$$\phi(\mathbf r)=\frac{4\pi q}{\varepsilon V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.$$

This potential has zero cell average. A constant added to $\phi$ would not change $\frac12\int\rho\phi$, because the cell is neutral. With zero average, the background's share $-(q/2V)\int\phi$ vanishes, and the energy comes from the potential at the point charge. Removing the charge's own potential $q/(\varepsilon r)$ gives

$$E_{\rm lat}=\frac q2\lim_{r\to0}\left[\phi(\mathbf r)-\frac{q}{\varepsilon r}\right].$$

## Evaluating the limit

The Fourier sum converges poorly near the charge. Split the Coulomb potential with a parameter $\kappa$:

$$\frac1r=\frac{{\rm erfc}(\kappa r)}r+\frac{{\rm erf}(\kappa r)}r .$$

The second part is the potential of a unit Gaussian charge $(\kappa^3/\pi^{3/2})e^{-\kappa^2r^2}$, whose Fourier transform is $e^{-k^2/4\kappa^2}$. Its lattice sum without $\mathbf G=0$ is a rapidly converging Fourier series of zero average. The first part is summed directly over $\mathbf R$, but its average is not zero. Integration by parts gives

$$\int\frac{{\rm erfc}(\kappa r)}r d^3r=4\pi\int_0^\infty r\,{\rm erfc}(\kappa r)\,dr
=4\pi\int_0^\infty\frac{r^2}2\,\frac{2\kappa}{\sqrt\pi}e^{-\kappa^2r^2}dr
=\frac{4\pi\kappa}{\sqrt\pi}\,\frac{\sqrt\pi}{4\kappa^3}=\frac\pi{\kappa^2}.$$

The average to subtract is $\pi/(\kappa^2V)$, so

$$\phi(\mathbf r)=\frac q\varepsilon\left[\sum_{\mathbf R}\frac{{\rm erfc}(\kappa|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}
+\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\kappa^2V}\right].$$

At the charge, the $\mathbf R=0$ term less $1/r$ is $-{\rm erf}(\kappa r)/r$, which tends to $-2\kappa/\sqrt\pi$. The limit is thus $-\alpha q/(\varepsilon L)$, with

$$\frac\alpha L=\frac{2\kappa}{\sqrt\pi}+\frac{\pi}{\kappa^2V}-\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\kappa R)}R-\frac{4\pi}V\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\kappa^2}}{G^2}.$$

Multiplication by $q/2$ gives $E_{\rm lat}=-\alpha q^2/(2\varepsilon L)$; the half is the one in $\frac12\int\rho\phi$.

To see that $\alpha$ is a pure number, put $\mathbf R=L\mathbf n$, $\mathbf G=2\pi\mathbf m/L$ and $\kappa=\eta/L$, with integer vectors $\mathbf n,\mathbf m$:

$$\alpha=\frac{2\eta}{\sqrt\pi}+\frac\pi{\eta^2}-\sum_{\mathbf n\ne0}\frac{{\rm erfc}(\eta n)}n-\frac1\pi\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\eta^2}}{m^2}.$$

No $L$ is left. The value cannot depend on $\eta$ either, since every $\eta$ represents the same zero-average solution of Poisson's equation. For $\eta=\sqrt\pi$ the four terms are

$$\alpha=2.000000+1.000000-0.076533-0.086169\approx2.83730 .$$

Three other values of $\eta$ reproduce this within $10^{-10}$.

## The sign and size from a neutral sphere

Replace the cube by a sphere of the same volume, with radius $R_s=(3/4\pi)^{1/3}L=0.62035\,L$. In vacuum, the background inside radius $r$ reduces the enclosed charge to $q(1-r^3/R_s^3)$, and outside the sphere there is no field. Since $\int|\mathbf E|^2d^3r/8\pi=\frac12\int E^2r^2dr$, the energy relative to the bare charge is, with $x=r/R_s$,

$$\frac{q^2}{2R_s}\left[\int_0^1\frac{(1-x^3)^2-1}{x^2}dx-\int_1^\infty\frac{dx}{x^2}\right]
=\frac{q^2}{2R_s}\left[-1+\frac15-1\right]=-\frac{0.9\,q^2}{R_s}.$$

The energy is negative because the background weakens the field of the charge. In the medium it is divided by $\varepsilon$. The sphere estimates $\alpha/2$ as $0.9/0.62035=1.4508$, against $1.4186$ for the cubic lattice, so it is 2.3% too large. It explains the magnitude, while the lattice sum supplies the value.

## The same constant from neutral cubes

The constant can also be found without the Ewald split. Take unit charge, $\varepsilon=1$, and let each cell contain its point charge and its own cube of background. Such a cell is neutral, and by its cubic symmetry it has no dipole, quadrupole or octupole. Its potential falls as $R^{-5}$, and the sum over cells converges.

This sum does not have zero average. Its average is the space integral of one cell's potential divided by $V$. Write $\rho_c$ for the cell's charge. For small $k$ its transform is $\tilde\rho_c(k)=-\frac{k^2}6\int\rho_cr^2d^3r$, and the potential's transform is $4\pi\tilde\rho_c/k^2$. Hence

$$\bar\phi=-\frac{2\pi}{3V}\int\rho_c r^2d^3r=-\frac{2\pi}{3L^3}\left(-\frac{L^2}4\right)=\frac{\pi}{6L}.$$

The point charge contributes nothing to the second moment, and the background contributes $-3\cdot L^2/12$.

Let $C=2.380077$ be the integral of $1/r$ over a centred unit cube. In a block of $M$ cells along each edge, the background integral scales as $M^2$, so

$$\alpha_M=M^2C+\frac\pi6-\sum_{\mathbf n\ne0}\frac1n .$$

For $M=1$ the sum is empty and $\alpha_1=2.380077+0.523599=2.903676$, already within 2.4% of the limit. For $M=41$ and $81$ one finds $2.837313$ and $2.837301$. The omitted cells contribute $\int R^{-5}R^2dR\sim M^{-2}$; removing that term gives $2.837297$, in agreement with the Ewald value.

## A charge with a shape, and screening with a range

A real defect charge has a finite width, and the medium does not screen fully at short distances. Let $\tilde\rho(k)$ be the transform of the localized charge and $\varepsilon(k)$ the dielectric function, both isotropic. The earlier minimization, applied to each Fourier component, gives

$$E(L)=\frac{2\pi}V\sum_{\mathbf G\ne0}\frac{f(G)}{G^2},\qquad f(k)=\frac{|\tilde\rho(k)|^2}{\varepsilon(k)}=f_0+f_2k^2+\dots,\qquad f_0=\frac{q^2}\varepsilon .$$

For an isolated charge, $V^{-1}\sum_{\mathbf G}$ becomes $\int d^3k/(2\pi)^3$:

$$E(\infty)=2\pi\int\frac{4\pi k^2dk}{8\pi^3}\frac{f(k)}{k^2}=\frac1\pi\int_0^\infty f(k)\,dk .$$

To compare sum and integral, write $f=f_g+(f-f_g)$ with $f_g=f_0e^{-k^2/4\kappa^2}$, now keeping $\kappa$ fixed as $L$ grows.

For $f_g$, solve the formula for $\alpha$ for its reciprocal sum and multiply by $f_0/2$:

$$E_g(L)=f_0\left[\frac\kappa{\sqrt\pi}-\frac\alpha{2L}+\frac\pi{2\kappa^2V}-\frac12\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\kappa R)}R\right].$$

The first term is the isolated value, because $\frac1\pi\int_0^\infty e^{-k^2/4\kappa^2}dk=\kappa/\sqrt\pi$. The last sum is exponentially small in large cells.

For the remainder, define $h(k)=4\pi(f-f_g)/k^2$. It is finite at the origin:

$$h(0)=4\pi\left(f_2+\frac{f_0}{4\kappa^2}\right).$$

Assume $f$ is an even function of $k$, analytic in a strip around the real axis and decaying at large $k$. By Poisson summation, $V^{-1}\sum_{\mathbf G}h$ over all $\mathbf G$ then equals its integral up to terms exponentially small in $L$. The periodic energy lacks $\mathbf G=0$, so the remainder contributes

$$-\frac{h(0)}{2V}=-\frac{2\pi f_2}V-\frac{\pi f_0}{2\kappa^2V}.$$

The $\kappa$-dependent terms cancel, as they must, and up to exponentially small terms

$$E(L)-E(\infty)=-\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi f_2}{L^3}.$$

The leading term contains the total charge and the macroscopic $\varepsilon$ and nothing else about the defect. The details enter at $L^{-3}$. With $\tilde\rho=q-\frac{k^2}6Q$, where $Q=\int\rho r^2d^3r$, and $1/\varepsilon(k)=1/\varepsilon+bk^2$ at small $k$,

$$f_2=-\frac{qQ}{3\varepsilon}+q^2b .$$

For a charge of one sign, $qQ>0$, so its width raises the difference $E(L)-E(\infty)$; incomplete short-range screening with $b>0$ lowers this difference. In the limit of a point charge in a medium with constant $\varepsilon$, both parts of $f_2$ vanish. This justifies subtracting the isolated self-energy of a point charge, though that energy itself diverges.

## Numbers

Take round model values: $\varepsilon=10$ and $L=20$ bohr. For $q=1$ the correction to add is

$$\frac{2.837297}{2\times10\times20}=0.007093\ \text{hartree}=0.193\ \text{eV}.$$

At $L=40$ bohr it is half as large, 0.0965 eV. For $q=2$ it is four times as large, 0.772 eV at 20 bohr.

Now give the unit charge a Gaussian shape of standard deviation $\sigma=1$ bohr, and let the screening fade above $\lambda=1$ bohr$^{-1}$:

$$\tilde\rho=e^{-\sigma^2k^2/2},\qquad \frac1{\varepsilon(k)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{k^2}{k^2+\lambda^2}.$$

Then $f_2=-0.1+0.9=0.8$ bohr$^2$; incomplete screening outweighs the width. Explicit sums at three cell sizes give, in hartree:

| $L$ (bohr) | $E(L)-E(\infty)$ | leading term | residual |
|---|---|---|---|
| 20 | −0.0077216 | −0.0070932 | −0.0006283 |
| 30 | −0.0049150 | −0.0047288 | −0.0001862 |
| 40 | −0.0036252 | −0.0035466 | −0.0000785 |

At 20 bohr the residual predicted by the $L^{-3}$ term is $-2\pi(0.8)/8000=-0.000628$ hartree, as found. It is about 0.017 eV, or 8% of the uncorrected error. At 40 bohr it is smaller by a factor of eight and makes up 2% of the uncorrected error there. In this model the leading correction removes most of the error but is slightly too small, so the corrected energy remains a little too low.

## Screening by atoms instead of a continuum

So far $\varepsilon$ was put in by hand. A stricter test uses a simple cubic crystal of point dipoles with polarizability $\gamma$ and lattice constant $a$, with the charge at a body centre.

First, its dielectric constant. Set $a=1$. For long waves, the field at a site due to the other dipoles is $-4\pi\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P)+c\,\mathbf P$, where cubic symmetry makes $c$ a number. Since $\nabla^2(1/r)=0$ away from the source, the coupling tensor has zero trace: $-4\pi+3c=0$, so $c=4\pi/3$. For a longitudinal applied field $E_0$,

$$P=\gamma\left(E_0-\frac{8\pi}3P\right)\;\Rightarrow\;\frac1\varepsilon=\frac{E_0-4\pi P}{E_0}=\frac{1-4\pi\gamma/3}{1+8\pi\gamma/3}
\;\Rightarrow\;\frac{\varepsilon-1}{\varepsilon+2}=\frac{4\pi\gamma}3 .$$

This is the Clausius–Mossotti relation. Choosing $\gamma=0.059683\,a^3$ and $0.119366\,a^3$ gives $\varepsilon=2$ and $4$.

The supercell energy is the unscreened lattice energy $-\alpha q^2/2L$ plus the energy gained by relaxing all dipoles. The first part takes $\alpha$ from above; the test is whether the relaxing dipoles reduce the $1/L$ term by the factor $1/\varepsilon$. From cells of 12 to 30 lattice constants, the fitted coefficients of $1/L$ are $-0.70933\,q^2$ and $-0.35466\,q^2$. The predictions $-\alpha q^2/2\varepsilon$ agree to about one unit in the sixth decimal.

Here the short-range response depends on the direction of $\mathbf k$, so the simple $L^{-3}$ coefficient above need not apply. The leading term is unaffected: a part of $f/k^2$ that scales as $k^p$ produces an error scaling as $L^{-3-p}$, or none if it is analytic in $\mathbf k$ with $p>0$, and the direction-dependent parts start at $p=0$. Inversion symmetry leaves even $p$, hence odd inverse powers of $L$.

The fit keeps powers up to $L^{-5}$. Applied to cells of 4 to 10 lattice constants, it gives $-0.7101\,q^2$ and $-0.3614\,q^2$, off by 0.1% and 1.9%. The deviations nearly vanish in the larger cells. The fit omits higher inverse powers of $L$ and terms that decay exponentially with $L$, and both matter most in small cells. Each fit determines four coefficients from four energies, so it passes through every point whatever its error. An extrapolation from small cells can thus look perfect and still be noticeably wrong.

## Where the formula stops applying

The charge must be localized within the cell. In the opposite limit, a charge spread evenly over the cell has no Fourier component at $\mathbf G\ne0$. Its periodic energy in the formula above is zero, whatever its energy in isolation, so $\alpha q^2/2\varepsilon L$ no longer measures the difference between the two. Take a Gaussian charge of standard deviation $\sigma=L/2$ in a medium with constant $\varepsilon$. Summed over the lattice it is almost even, and its isolated energy is $q^2/(2\sqrt\pi\,\varepsilon\sigma)=0.56\,q^2/(\varepsilon L)$. The correction would add $1.42\,q^2/(\varepsilon L)$ and leave a larger error than no correction at all. A charged cell whose extra carrier occupies a state wider than the cell, such as a band-edge state, tends towards this case. A shallow dopant has to be judged by its charge state. When it is ionized, its charge is the compact ion and the correction applies. When it is neutral, $q=0$ and the formula gives no correction, yet a bound carrier wider than the cell acts on the ion like the background: for a compact unit ion and a carrier with $\sigma=L/2$, the periodic energy is too low by about $0.4/(\varepsilon L)$.

The dielectric constant must match the response allowed in the calculation. If $\varepsilon'$ is used in place of the correct $\varepsilon$, the energy keeps an error

$$\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon'}-\frac1\varepsilon\right),$$

which still decays as $1/L$.

The value of $\alpha$ belongs to the simple cubic repetition of the cell. Other cell shapes need their own lattice sum, and an anisotropic medium needs the dielectric tensor in it. A slab with vacuum is not a uniform medium, and this derivation does not cover it.

Finally, a defect formation energy also contains $q$ times an electron reservoir energy. That energy must be referred to the same zero of potential as the charged cell. The leading correction does not perform this alignment. The alignment is, however, not independent of the $L^{-3}$ term. For constant $\varepsilon$, the zero-average potential far from an extended charge exceeds that of a point charge by $2\pi Q/(3\varepsilon L^3)$, and $q$ times this offset equals $-2\pi f_2/L^3$. Aligning to a point-charge model and also removing the $L^{-3}$ term would count the width twice. The numerical output below lists the main computed values in these notes.

## Computed results

```
MADELUNG CONSTANT (dimensionless), kappa*L = 1.772454
  self            +2.000000
  background      +1.000000
  direct sum      -0.076533
  reciprocal sum  -0.086169
  alpha = 2.837297, alpha/2 = 1.418649
NEUTRAL CUBES, no Ewald split
  integral of 1/r over unit cube = 2.380077
  mean potential to subtract = 0.523599 (1/L)
  block edge  1 cells: alpha = 2.903676
  block edge 41 cells: alpha = 2.837313
  block edge 81 cells: alpha = 2.837301
  extrapolated alpha = 2.837297
NEUTRAL SPHERE: energy = -0.9000 q^2/R_s
  R_s/L = 0.62035, estimate of alpha/2 = 1.45079
POINT-CHARGE CORRECTION TO ADD, eps = 10.0
  q = 1, L = 20 bohr: 0.007093 hartree = 0.1930 eV
  q = 1, L = 30 bohr: 0.004729 hartree = 0.1287 eV
  q = 1, L = 40 bohr: 0.003547 hartree = 0.0965 eV
  q = 2, L = 20 bohr: 0.028373 hartree = 0.7721 eV
  q = 2, L = 30 bohr: 0.018915 hartree = 0.5147 eV
  q = 2, L = 40 bohr: 0.014186 hartree = 0.3860 eV
  q = 1: error 0.01 eV at L = 386.0 bohr
GAUSSIAN CHARGE q = 1, width 1.0 bohr, eps = 10.0
  screening wavevector = 1.0 1/bohr
  isolated energy = 0.089682 hartree, f2 = 0.800 bohr^2
  L (bohr); error, leading, residual, L^-3 term (hartree)
  20; -0.0077216, -0.0070932, -0.0006283, -0.0006283
  30; -0.0049150, -0.0047288, -0.0001862, -0.0001862
  40; -0.0036252, -0.0035466, -0.0000785, -0.0000785
DIPOLE CRYSTAL, lattice constant a, energies in q^2/a
  eps = 2.0, polarizability = 0.059683 a^3
    long-wavelength screening = 0.500001, 1/eps = 0.500000
    L = 12 a: E = -0.5549226
    L = 18 a: E = -0.5352816
    L = 24 a: E = -0.5254455
    L = 30 a: E = -0.5195401
    extrapolated E = -0.4959018
    1/L coefficient (q^2): -0.709325, predicted -0.709324
    same from L = 4 to 10 a: -0.710102
  eps = 4.0, polarizability = 0.119366 a^3
    long-wavelength screening = 0.250001, 1/eps = 0.250000
    L = 12 a: E = -0.7975286
    L = 18 a: E = -0.7878821
    L = 24 a: E = -0.7830040
    L = 30 a: E = -0.7800651
    extrapolated E = -0.7682603
    1/L coefficient (q^2): -0.354663, predicted -0.354662
    same from L = 4 to 10 a: -0.361429
```
